\section*{The Two-Dimensional Hydrogen Problem and Excitons in a Plane, part 2}

A particle of unit mass moves in the plane under the attraction $-1/r$. In atomic units its Hamiltonian is $H=-\tfrac12\nabla^2-1/r$. Admitted states have finite norm and finite kinetic energy, and they satisfy
\begin{equation}
\frac12\int|\nabla\psi|^2d^2r-\int\frac{|\psi|^2}{r}d^2r\ \ge\ -2\int|\psi|^2d^2r .
\label{eq:bound}
\end{equation}
The ground state $e^{-2r}$ reaches this bound. Its energy $-2$ is four times the three-dimensional value $-\tfrac12$. The bound levels are
\begin{equation}
\boxed{E_n=-\frac{1}{2\left(n-\frac12\right)^2},\qquad n=1,2,3,\ldots}
\label{eq:levels}
\end{equation}

The states are $\psi=R(r)e^{im\theta}/\sqrt{2\pi}$ with integer $m$, $M=|m|\le n-1$ and norm $\int_0^\infty|R|^2r\,dr$. For $E<0$ define $\lambda=1/\sqrt{-2E}$ and the scaled radius $\rho=2r/\lambda$. On level $n$, $\lambda=n-\tfrac12$ and $\rho=\beta r$ with $\beta=4/(2n-1)$. The radial function is $R\propto\rho^Me^{-\rho/2}w(\rho)$, where $w=\sum_kc_k\rho^k$ and
\begin{equation}
\frac{c_{k+1}}{c_k}=\frac{k+M+\frac12-\lambda}{(k+1)(k+2M+1)} .
\label{eq:recurrence}
\end{equation}
On a level the series ends, and $w$ is a polynomial of degree $p=n-M-1$.

The numerical output at the end also checks three earlier results. At the trial energy $-0.30$, which is not a level, the solution regular at the origin grows at large $r$. At $E=0$ and $E>0$ the norm grows without limit as the radius increases. For $m=0$ and $\lambda=1$, also not a level, the decaying solution contains $\ln r$ at the origin; its norm is finite but its kinetic energy diverges, so it is excluded.

What follows gives the normalized wavefunctions and applies the spectrum to an electron and a hole in a layer.

\subsection{The radial polynomials}

With $a=2M$, the terminating recurrence is $c_{j+1}/c_j=-(p-j)/[(j+1)(j+a+1)]$. It is satisfied by the associated Laguerre polynomial
\begin{equation}
L_p^a(\rho)=\sum_{j=0}^p\frac{(-1)^j(p+a)!}{(p-j)!\,(a+j)!\,j!}\rho^j .
\label{eq:laguerre}
\end{equation}
An equivalent form is useful for integrals:
\begin{equation}
L_p^a(\rho)=\frac{\rho^{-a}e^\rho}{p!}\frac{d^p}{d\rho^p}\left(\rho^{p+a}e^{-\rho}\right).
\label{eq:rodrigues}
\end{equation}
To verify it, apply the product rule. The term in which $j$ derivatives act on the exponential is $\binom pj(-1)^j\rho^{a+j}e^{-\rho}(p+a)!/(a+j)!$, and division by $p!$ reproduces \eqref{eq:laguerre}.

The normalization requires
\begin{equation}
I=\int_0^\infty\rho^{a+1}e^{-\rho}\left[L_p^a(\rho)\right]^2d\rho .
\end{equation}
Replace one polynomial by \eqref{eq:rodrigues} and integrate by parts $p$ times. The boundary terms vanish, because fewer than $p$ derivatives leave at least one power of $\rho$ at the origin and the exponential at infinity. This gives
\begin{equation}
I=\frac{(-1)^p}{p!}\int_0^\infty\left[\frac{d^p}{d\rho^p}\bigl(\rho L_p^a\bigr)\right]\rho^{p+a}e^{-\rho}d\rho .
\end{equation}
Only the two highest powers of $\rho L_p^a$ survive $p$ derivatives. Their coefficients are $(-1)^p/p!$ for $\rho^{p+1}$ and $(-1)^{p-1}(p+a)/(p-1)!$ for $\rho^p$, the latter being absent for $p=0$. Hence
\begin{equation}
\frac{d^p}{d\rho^p}\bigl(\rho L_p^a\bigr)=(-1)^p\left[(p+1)\rho-p(p+a)\right].
\end{equation}
With $\int_0^\infty\rho^qe^{-\rho}d\rho=q!$,
\begin{align}
I&=\frac{(p+a)!}{p!}\left[(p+1)(p+a+1)-p(p+a)\right]\nonumber\\
&=\frac{(p+a)!}{p!}(2p+a+1).
\end{align}
Here $p+a=n+M-1$ and $2p+a+1=2n-1$. Since $r\,dr=\rho\,d\rho/\beta^2$, the normalized function is
\begin{equation}
R_{nm}=N\rho^Me^{-\rho/2}L_{n-M-1}^{2M}(\rho),\qquad
N^2=\frac{\beta^2(n-M-1)!}{(2n-1)(n+M-1)!} .
\end{equation}

\subsection{Size and density at the origin}

For $n=1$, $\beta=4$ and $N^2=16$, so
\begin{equation}
\psi_{10}=\sqrt{\frac8\pi}\,e^{-2r},\qquad
\langle r\rangle=16\int_0^\infty r^2e^{-4r}dr=16\cdot\frac{2}{4^3}=\frac12 .
\end{equation}
States with $m\ne0$ vanish at the origin. For $m=0$, \eqref{eq:laguerre} gives $L_{n-1}^0(0)=1$ and $N^2=\beta^2/(2n-1)$. Therefore
\begin{equation}
|\psi_{n0}(0)|^2=\frac{N^2}{2\pi}=\frac{16}{2\pi(2n-1)^3}=\frac{1}{\pi\left(n-\frac12\right)^3} .
\label{eq:contact}
\end{equation}
Relative to the ground state this is $1/(2n-1)^3$: 0.0370 for $n=2$, 0.0080 for $n=3$ and 0.0029 for $n=4$.

\subsection{Where the factor of four comes from}

Use the same function $e^{-\alpha r}$ in two and three dimensions. Its gradient has magnitude $\alpha$ times the function, so $\langle T\rangle=\alpha^2/2$ in both. The radial weight is $r\,dr$ in the plane and $r^2dr$ in space, so
\begin{align}
\left\langle\frac1r\right\rangle_{2}&=\frac{\int e^{-2\alpha r}dr}{\int re^{-2\alpha r}dr}=\frac{1/(2\alpha)}{1/(4\alpha^2)}=2\alpha,\\
\left\langle\frac1r\right\rangle_{3}&=\frac{\int re^{-2\alpha r}dr}{\int r^2e^{-2\alpha r}dr}=\frac{1/(4\alpha^2)}{1/(4\alpha^3)}=\alpha .
\end{align}
The plane gives more weight to small distances and doubles the attraction at equal kinetic cost. Minimizing $\alpha^2/2-g\alpha$ gives $\alpha=g$ and energy $-g^2/2$, which is $-2$ for $g=2$ and $-\tfrac12$ for $g=1$.

The advantage fades up the series. The ratio of $E_n$ to the three-dimensional value $-1/(2n^2)$ is $n^2/(n-\tfrac12)^2$, which is 4 at $n=1$ and tends to one at large $n$.

\subsection{From an electron and a hole to hydrogen}

Let an electron of mass $m_e$ and a hole of mass $m_h$ move in parabolic, isotropic bands in one plane, and let their interaction be $-1/(\varepsilon r)$ with a constant $\varepsilon$. The transport gap $E_g$ is the energy needed to create the two far apart and at rest. Then
\begin{equation}
H_{eh}=E_g-\frac{\nabla_e^2}{2m_e}-\frac{\nabla_h^2}{2m_h}-\frac{1}{\varepsilon|\mathbf r_e-\mathbf r_h|} .
\end{equation}
With the separation $\mathbf r=\mathbf r_e-\mathbf r_h$, the centre of mass $\mathbf X$ and $m_t=m_e+m_h$, the chain rule gives
\begin{equation}
\nabla_e=\frac{m_e}{m_t}\nabla_X+\nabla_r,\qquad
\nabla_h=\frac{m_h}{m_t}\nabla_X-\nabla_r .
\end{equation}
In $\nabla_e^2/m_e+\nabla_h^2/m_h$ the cross terms are $+2/m_t$ and $-2/m_t$ times $\nabla_X\cdot\nabla_r$, and they cancel. What remains is $\nabla_X^2/m_t+\nabla_r^2/\mu$, with $1/\mu=1/m_e+1/m_h$. For a pair with zero total momentum the first term gives nothing.

Now set $\mathbf r=(\varepsilon/\mu)\mathbf s$. The kinetic term becomes $-(1/2\mu)(\mu/\varepsilon)^2\nabla_s^2$ and the potential becomes $-(1/\varepsilon)(\mu/\varepsilon)/s$. Both carry the factor $\mu/\varepsilon^2$:
\begin{equation}
-\frac{\nabla_r^2}{2\mu}-\frac1{\varepsilon r}=\frac{\mu}{\varepsilon^2}\left[-\frac12\nabla_s^2-\frac1s\right].
\end{equation}
The exciton lines therefore lie at
\begin{equation}
\hbar\omega_n=E_g-\frac{\mu}{\varepsilon^2}\,\frac{1}{2\left(n-\frac12\right)^2} .
\label{eq:lines}
\end{equation}
They accumulate at the transport gap from below. The first line marks the optical gap, which is smaller than $E_g$ by the ground-state binding energy.

Which levels absorb light follows from the density at the origin. An exciton at rest is a superposition of pairs with relative momentum $\mathbf k$ and amplitude $\phi(\mathbf k)$. If the interband matrix element is independent of $\mathbf k$, the transition amplitude is proportional to $\sum_{\mathbf k}\phi(\mathbf k)$, which is proportional to $\psi(\mathbf r=0)$. In this approximation the states with $m=0$ absorb, and their squared matrix elements fall as $1/(2n-1)^3$.

\subsection{A model exciton}

Take $m_e=m_h=0.2$ free-electron masses, $\varepsilon=5$ and $E_g=2$ eV. These are round model values, not those of a material. The reduced mass is $\mu=0.2\cdot0.2/0.4=0.1$, and $\mu/\varepsilon^2=0.1/25=0.004$. The effective energy unit is 0.10885 eV. The length unit, $\varepsilon/\mu=50$ Bohr radii, is 26.46 angstrom. The ground level is
\begin{equation}
-2\times0.10885\ \text{eV}=-0.2177\ \text{eV} .
\end{equation}

\begin{center}
\begin{tabular}{ccc}
$n$ & level (eV) & line (eV)\\
1 & $-0.2177$ & 1.782\\
2 & $-0.0242$ & 1.976\\
3 & $-0.0087$ & 1.991\\
4 & $-0.0044$ & 1.996
\end{tabular}
\end{center}

The mean radius of the ground state is half the length unit, 13.2 angstrom. A description by effective masses needs this radius to be well above the lattice spacing. A heavier mass or weaker screening shrinks it in proportion to $\varepsilon/\mu$. The model also takes the layer to have zero thickness, which requires the thickness to be far below this radius. A finite thickness softens the attraction at short range: with both carriers in the lowest state of a hard-wall layer 6.5 angstrom thick, the binding energy falls to about 0.17 eV, roughly three times the three-dimensional value instead of four, and the series below is no longer exact.

Within this model two lines determine the transport gap. From \eqref{eq:lines}, the binding energy is 2 effective units and the distance between the first two lines is $2-\tfrac29=\tfrac{16}9$ units, so
\begin{equation}
E_g-\hbar\omega_1=\tfrac98\,(\hbar\omega_2-\hbar\omega_1) .
\label{eq:nineeighths}
\end{equation}
Here $\tfrac98\times0.1935$ eV $=0.2177$ eV, as it must be.

\subsection{When the layer itself is polarizable}

The law $-1/(\varepsilon r)$ assumes that screening is the same at all distances. A thin polarizable layer violates this. Let a sheet of polarizability $\chi$ per area lie in a medium of dielectric constant $\varepsilon$, and place a unit charge in it. A charge layer with Fourier component $\sigma_q$ produces a potential $Ae^{-q|z|}$. The jump of the normal field gives $2\varepsilon qA=4\pi\sigma_q$, so $A=2\pi\sigma_q/(\varepsilon q)$. The in-plane polarization $-\chi\nabla\varphi$ has charge density $\chi\nabla^2\varphi$, with component $-\chi q^2\varphi_q$. Thus
\begin{equation}
\varphi_q=\frac{2\pi}{\varepsilon q}\left(1-\chi q^2\varphi_q\right)
\ \Rightarrow\
\varphi_q=\frac{2\pi}{\varepsilon q(1+q\rho_0)},\qquad \rho_0=\frac{2\pi\chi}{\varepsilon} .
\end{equation}
The electron--hole interaction is $V=-\varphi$, the Rytova--Keldysh potential.

To compare it with the Coulomb law, write $1/(1+q\rho_0)=\int_0^\infty e^{-t-tq\rho_0}dt$. The layer result shows that $2\pi e^{-qh}/q$ is the transform of $1/\sqrt{r^2+h^2}$, the potential at height $h$ above a unit charge. Hence
\begin{equation}
V(r)=-\frac1\varepsilon\int_0^\infty\frac{e^{-t}\,dt}{\sqrt{r^2+t^2\rho_0^2}}\ >\ -\frac1{\varepsilon r} .
\end{equation}
The attraction is weaker at every distance. The energy of the sheet's ground state lies above the Coulomb energy of the same wavefunction, which by \eqref{eq:bound} is at least the Coulomb ground level. The binding is therefore reduced.

For small $\rho_0$ the change of the potential acts at short range. Its integral over the plane follows from $\int_0^\infty[1/r-1/\sqrt{r^2+h^2}]\,2\pi r\,dr=2\pi h$ with $h=t\rho_0$, averaged with weight $e^{-t}$, and equals $2\pi\rho_0/\varepsilon$. To leading order the shift is this integral times the density at the origin. In effective units, with $s_0=\rho_0\mu/\varepsilon$ and \eqref{eq:contact},
\begin{equation}
\Delta E_{n0}\simeq\frac{2s_0}{\left(n-\frac12\right)^3},\qquad
\frac{\Delta E_{n0}}{|E_n|}\simeq\frac{4s_0}{n-\frac12} .
\end{equation}
The ground state loses the larger fraction of its binding, so $E_1/E_2$ falls below its Coulomb value of 9. The leading-order formula is approached slowly: for $n=1$ the true shift is about 3\% smaller than the formula at $s_0=0.001$ and about 19\% smaller at $s_0=0.01$.

For $\rho_0=10$ angstrom in the model exciton, $s_0=10/26.46\approx0.38$. The leading-order fraction for $n=1$ would be $8s_0\approx3$, far outside its range of validity, and the levels must be computed numerically. The two lowest levels with $m=0$ are $-0.0942$ and $-0.0178$ eV. The binding energies are 57\% and 26\% smaller than the corresponding Coulomb values, and the ratio is 5.29. The direction found for small $\rho_0$ persists.

The rule \eqref{eq:nineeighths} now fails. The lines lie at 1.9058 and 1.9822 eV, and $\tfrac98$ of their distance is 0.086 eV. This is 9\% below the computed binding energy of 0.0942 eV, so a transport gap inferred from the rule would be too low by about 0.008 eV. The inverse-square series belongs to the Coulomb law. The potential of the sheet approaches that law only at distances much larger than $\rho_0$. The numerical output that follows lists the levels of both interactions.

\section*{Calculated quantities}
\begin{verbatim}
Pure problem, atomic units
n=1: E formula -2.00000000, diagonalized -2.00000000 hartree
n=2: E formula -0.22222222, diagonalized -0.22222222 hartree
n=3: E formula -0.08000000, diagonalized -0.08000000 hartree
n=4: E formula -0.04081633, diagonalized -0.04081633 hartree
largest energy error, all m, n<=4: 9.9e-14 hartree
orbital degeneracies n=1..4: [1, 3, 5, 7]
ground-state mean radius: 0.500000 bohr
n=1: contact density / n=1 value: 1.000000
n=2: contact density / n=1 value: 0.037037
n=3: contact density / n=1 value: 0.008000
n=4: contact density / n=1 value: 0.002915
off-level trial energy: -0.30 hartree
m=0: growth |R(20 bohr)/R(10 bohr)|: 580.4
m=1: growth |R(20 bohr)/R(10 bohr)|: 607.0
norm ratio, radius 800 to 1600 bohr, E=0: 2.741
norm ratio, same radii, E=0.5 hartree: 2.007
log solution at lam=1: norm integral 1.5812 (scaled)
its kinetic integral, rho 1e-6 to 1e-5: 0.09163 (scaled)
its kinetic integral, rho 1e-8 to 1e-7: 0.09162 (scaled)
trial exponent alpha: 1.30 per bohr
2D: kinetic 0.8450 hartree, <1/r> 2.6000 per bohr
3D: kinetic 0.8450 hartree, <1/r> 1.3000 per bohr
Model exciton
electron, hole, reduced mass: 0.20, 0.20, 0.10 electron masses
dielectric constant: 5.0
transport gap: 2.000 eV
effective energy unit: 0.10885 eV
effective length unit: 26.459 angstrom
n=1: E -0.21769 eV, direct -0.21769 eV, line 1.78231 eV
n=2: E -0.02419 eV, direct -0.02419 eV, line 1.97581 eV
n=3: E -0.00871 eV, direct -0.00871 eV, line 1.99129 eV
n=4: E -0.00444 eV, direct -0.00444 eV, line 1.99556 eV
ground-state mean radius: 13.229 angstrom
Coulomb ratio E1/E2: 9.0000
sheet screening length: 10.0 angstrom
sheet s level 1: E -0.0942 eV, line 1.9058 eV
sheet s level 2: E -0.0178 eV, line 1.9822 eV
sheet ratio E1/E2: 5.291
\end{verbatim}
